# Ideal Bose Condensation for a Power-Law Density of States: verification in Python

```python
# Ideal Bose gas with density of states g(E) = C E^(s-1), E from the ground state.
# Results under test:
#   N_exc = C (kT)^s Gamma(s) Li_s(z), bounded as z -> 1 only for s > 1;
#   k Tc = [N / (C Gamma(s) zeta(s))]^(1/s);  N0/N = 1 - (T/Tc)^s below Tc.
# Symbols: N particles, N0 in the ground state, z = exp(mu/kT), d dimensions,
#   tau = kT divided by the level unit of a discrete spectrum.
# Periodic box: s = d/2.  Harmonic trap: s = d.
# The independent road is the sum over discrete levels with mu solved from N.
from math import isqrt, log, exp, pi
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma, zeta

hbar, h, kB = const.hbar, const.h, const.k
hartree = const.physical_constants["Hartree energy"][0]


def bose_integral(s, z, x_low, x_high):
    """Integral of x^(s-1)/(e^x/z - 1), computed in the variable u = ln x."""
    def integrand(u):
        return exp(s * u) / np.expm1(exp(u) - log(z))
    return quad(integrand, log(x_low), log(x_high),
                epsabs=1e-12, epsrel=1e-10, limit=400)[0]


def critical_kT(N, C, s):
    return (N / (C * gamma(s) * zeta(s))) ** (1 / s)


def box_C(d, mass, edge):
    return edge**d * (mass / (2 * pi * hbar**2)) ** (d / 2) / gamma(d / 2)


def trap_C(quanta):
    return 1 / (gamma(len(quanta)) * np.prod(quanta))


def add_box_dimension(deg):
    """Degeneracies of n^2 sums after one more integer component is added."""
    out, twice = deg.copy(), 2 * deg
    for n in range(1, isqrt(len(deg) - 1) + 1):
        out[n * n:] += twice[:len(deg) - n * n]
    return out


def trap_degeneracy(steps, size):
    """Number of ways to reach each integer energy with the given quanta."""
    deg = np.zeros(size)
    deg[0] = 1
    for step in steps:
        for r in range(step):
            deg[r::step] = np.cumsum(deg[r::step])
    return deg


def discrete_gas(deg, tau, N):
    """Occupation of the ground state and of one state in the first level."""
    cut = int(40 * tau) + 2
    assert cut <= len(deg)
    levels = np.nonzero(deg[:cut])[0]
    weights, x = deg[levels], levels / tau

    def excess(log_y):
        return np.sum(weights / np.expm1(x + exp(log_y))) / N - 1
    y = exp(brentq(excess, log(1e-12), log(20.0)))
    return 1 / np.expm1(y), 1 / np.expm1(x[1] + y)


# Bose integral by quadrature against the polylogarithm and zeta forms
for s, z in [(0.5, 0.7), (1.0, 0.9), (1.5, 0.95), (3.0, 0.5),
             (1.5, 1.0), (2.0, 1.0), (3.0, 1.0)]:
    numeric = bose_integral(s, z, 1e-26, 90)
    series = zeta(s) if z == 1 else float(mp.re(mp.polylog(s, z)))
    assert abs(numeric / (gamma(s) * series) - 1) < 1e-7

# Contributions of successive low-energy decades decide convergence
print("Ratio of the contribution of a decade of x to that of the decade above:")
for s in (0.5, 1.0, 1.5, 3.0):
    ratio = (bose_integral(s, 1, 1e-7, 1e-6)
             / bose_integral(s, 1, 1e-6, 1e-5))
    assert abs(ratio / 10 ** (1 - s) - 1) < 1e-4
    print(f"  s = {s:.1f}: {ratio:.4f}")

# Worked example: round model parameters
N_ex, T_ex = 1e5, 50e-9
mass, edge = 100 * const.atomic_mass, 20e-6
freqs = np.array([50.0, 100.0, 200.0])
box_unit = h**2 / (2 * mass * edge**2)
trap_unit = h * freqs[0]

# Count box states in one, two and three dimensions
size = 730000
box1 = np.zeros(size)
box1[0] = 1
box1[np.arange(1, isqrt(size - 1) + 1) ** 2] = 2
box2 = add_box_dimension(box1)
box3 = add_box_dimension(box2)
print("Counted states / smooth formula:")
k_top = 700000
for d, deg in ((1, box1), (2, box2), (3, box3)):
    smooth = box_C(d, mass, edge) * (k_top * box_unit) ** (d / 2) / (d / 2)
    ratio = deg[:k_top + 1].sum() / smooth
    assert abs(ratio - 1) < 2e-3
    print(f"  box, d = {d}: {ratio:.5f}")

# Count states of traps with unequal frequencies
k_top = 4000
for steps in ((1, 2), (1, 2, 4)):
    d = len(steps)
    deg = trap_degeneracy(steps, k_top + 1)
    errors = []
    for k in (k_top // 2, k_top):
        smooth = trap_C(np.array(steps, float)) * k**d / d
        errors.append(deg[:k + 1].sum() / smooth - 1)
    assert abs(errors[1]) < 5e-3 and abs(errors[1]) < 0.6 * abs(errors[0])
    print(f"  trap, d = {d}: {1 + errors[1]:.5f}")

# Discrete gases approach the condensate law; no excited state is macroscopic
cases = [("3D box", 1.5, box3, box_C(3, mass, edge) * box_unit**1.5),
         ("2D trap", 2.0, trap_degeneracy((1, 1), 200000), trap_C([1.0] * 2)),
         ("3D trap", 3.0, trap_degeneracy((1, 1, 1), 30000), trap_C([1.0] * 3))]
print("Discrete sums at T = Tc/2 (N1: one state of the first excited level):")
for name, s, deg, C in cases:
    law = 1 - 0.5**s
    print(f"  {name}: limiting law N0/N = {law:.5f}")
    errors, shares = [], []
    for N in (1e5, 1e8):
        N0, N1 = discrete_gas(deg, 0.5 * critical_kT(N, C, s), N)
        errors.append(abs(N0 / N - law))
        shares.append(N1 / N)
        print(f"    N = {N:.0e}: N0/N = {N0/N:.5f}, N1/N = {N1/N:.2e}")
    assert errors[1] < 2e-3 and errors[1] < errors[0] / 8
    assert abs(shares[0] / shares[1] / 1000 ** (1 - 1 / s) - 1) < 0.05
print("Discrete sums at T = 1.2 Tc, N = 1e+06:")
for name, s, deg, C in cases:
    N0, _ = discrete_gas(deg, 1.2 * critical_kT(1e6, C, s), 1e6)
    assert N0 / 1e6 < 1e-4
    print(f"  {name}: N0/N = {N0/1e6:.2e}")

# For s = 1 the ground-state number stays finite while N grows
expected = exp(5) - 1
print(f"s = 1 with N/(C kT) = 5: formula N0 = {expected:.2f}")
line = trap_degeneracy((1,), 810000)
for name, deg, C, tau in (("1D trap", line, 1.0, 2000.0),
                          ("1D trap", line, 1.0, 20000.0),
                          ("2D box", box2, box_C(2, mass, edge) * box_unit,
                           18000.0)):
    N = 5 * C * tau
    N0, _ = discrete_gas(deg, tau, N)
    assert abs(N0 / expected - 1) < (0.05 if N < 5e4 else 0.01)
    print(f"  {name}, N = {N:.0f}: N0 = {N0:.2f}, N0/N = {N0/N:.2e}")

# Critical temperatures and condensate fractions of the worked example
print(f"Example: N = {N_ex:.0f}, mass = {mass/const.atomic_mass:.0f} u, "
      f"T = {T_ex*1e9:.0f} nK")
print(f"  zeta(3/2) = {zeta(1.5):.5f}, zeta(3) = {zeta(3.0):.5f}")
density = N_ex / edge**3
print(f"  box edge = {edge*1e6:.0f} um, density = {density*1e-18:.2f} per um^3")
mean_freq = np.prod(freqs) ** (1 / 3)
print("  trap frequencies = " + ", ".join(f"{f:.0f}" for f in freqs)
      + f" Hz, geometric mean = {mean_freq:.1f} Hz")
print(f"  trap quantum h*(mean frequency)/kB = {h*mean_freq/kB*1e9:.4f} nK")
kTc_box = critical_kT(N_ex, box_C(3, mass, edge), 1.5)
kTc_trap = critical_kT(N_ex, trap_C(h * freqs), 3.0)
# The specialised formulas must agree with the general one
box_special = 2 * pi * hbar**2 / mass * (density / zeta(1.5)) ** (2 / 3)
trap_special = h * mean_freq * (N_ex / zeta(3.0)) ** (1 / 3)
assert abs(kTc_box / box_special - 1) < 1e-10
assert abs(kTc_trap / trap_special - 1) < 1e-10
example = [("box", 1.5, kTc_box, box3, box_unit),
           ("trap", 3.0, kTc_trap, trap_degeneracy((1, 2, 4), 5000), trap_unit)]
for name, s, kTc, deg, unit in example:
    t = kB * T_ex / kTc
    law = 1 - t**s
    N0, _ = discrete_gas(deg, kB * T_ex / unit, N_ex)
    assert abs(N0 / N_ex - law) < 0.03
    print(f"  {name}: Tc = {kTc/kB*1e9:.2f} nK, kB*Tc = {kTc/hartree:.3e} hartree")
    print(f"    T/Tc = {t:.4f}, (T/Tc)^s = {t**s:.4f}, N0/N law = {law:.4f}")
    print(f"    N0/N from the discrete levels = {N0/N_ex:.4f}")

print("all good")
```

It prints:

```
Ratio of the contribution of a decade of x to that of the decade above:
  s = 0.5: 3.1623
  s = 1.0: 1.0000
  s = 1.5: 0.3162
  s = 3.0: 0.0100
Counted states / smooth formula:
  box, d = 1: 0.99981
  box, d = 2: 1.00000
  box, d = 3: 1.00000
  trap, d = 2: 1.00100
  trap, d = 3: 1.00300
Discrete sums at T = Tc/2 (N1: one state of the first excited level):
  3D box: limiting law N0/N = 0.64645
    N = 1e+05: N0/N = 0.66263, N1/N = 1.80e-03
    N = 1e+08: N0/N = 0.64806, N1/N = 1.81e-04
  2D trap: limiting law N0/N = 0.75000
    N = 1e+05: N0/N = 0.74398, N1/N = 1.23e-03
    N = 1e+08: N0/N = 0.74967, N1/N = 3.90e-05
  3D trap: limiting law N0/N = 0.87500
    N = 1e+05: N0/N = 0.86262, N1/N = 2.13e-04
    N = 1e+08: N0/N = 0.87381, N1/N = 2.18e-06
Discrete sums at T = 1.2 Tc, N = 1e+06:
  3D box: N0/N = 2.68e-05
  2D trap: N0/N = 4.94e-06
  3D trap: N0/N = 1.66e-06
s = 1 with N/(C kT) = 5: formula N0 = 147.41
  1D trap, N = 10000: N0 = 142.17, N0/N = 1.42e-02
  1D trap, N = 100000: N0 = 146.87, N0/N = 1.47e-03
  2D box, N = 282743: N0 = 147.41, N0/N = 5.21e-04
Example: N = 100000, mass = 100 u, T = 50 nK
  zeta(3/2) = 2.61238, zeta(3) = 1.20206
  box edge = 20 um, density = 12.50 per um^3
  trap frequencies = 50, 100, 200 Hz, geometric mean = 100.0 Hz
  trap quantum h*(mean frequency)/kB = 4.7992 nK
  box: Tc = 86.55 nK, kB*Tc = 2.741e-13 hartree
    T/Tc = 0.5777, (T/Tc)^s = 0.4391, N0/N law = 0.5609
    N0/N from the discrete levels = 0.5796
  trap: Tc = 209.51 nK, kB*Tc = 6.635e-13 hartree
    T/Tc = 0.2387, (T/Tc)^s = 0.0136, N0/N law = 0.9864
    N0/N from the discrete levels = 0.9829
all good
```
